Evaporation through a normal-energy threshold: coefficient and mean emitted energy

Take an evaporation source whose surface admits only those arriving molecules that strike it hard enough. If its emission is computed from the vapour pressure alone, the flux comes out too large. If its temperature is then inferred from the energy of the emitted molecules, averaged over all directions and set equal to the usual 2kT, the source appears too hot. For a source at 1500 K with a threshold of 0.20 eV, the first error is a factor of nearly five, and the second turns 1500 K into 2660 K. Both errors have one cause: a surface that refuses molecules moving slowly along its normal cannot emit such molecules either.

**The statement and its setting**

A flat surface at temperature T faces a monatomic vapour of molecules of mass m. The vapour is ideal and nondegenerate. Let vₙ be the velocity component along the surface normal, and

Eₙ = m vₙ²/2

the normal kinetic energy, measured far enough from the surface that no force acts. An arriving molecule condenses if Eₙ > E₀ and is reflected otherwise. "Condensed" means that it stays long enough to lose all memory of its arrival; "reflected" means that it leaves before that. The threshold E₀ is the same everywhere on the surface and does not depend on T.

The evaporation coefficient α is the evaporated flux divided by the flux that strikes the surface in equilibrium with saturated vapour. The claim is

α = exp(−E₀/kT)

⟨E⟩ = 2kT + E₀

where ⟨E⟩ is the mean translational energy per evaporated molecule, an average over the flux. The algebra is in atomic units with Boltzmann's constant k kept. No ħ enters it, so the formulas keep their form in any consistent units. I write β = 1/kT and x = E₀/kT.

**First derivation: from the vapour side**

Let n be the density of the saturated vapour. In equilibrium the number of molecules striking unit area per unit time, per unit volume of velocity space, is

j(v) = n (m/2πkT)^(3/2) |vₙ| exp(−mv²/2kT).

The factor |vₙ| appears because fast molecules reach the surface from a thicker layer in a given time. The function depends on |vₙ| and v² alone, so j(−v) = j(v). The outgoing half of the equilibrium distribution therefore carries the same flux function.

Let P(v′→v) be the probability density that a molecule arriving with v′ is reflected with v. Let s(v′) be the probability that it condenses. Each arrival does one or the other:

∫ P(v′→v) d³v = 1 − s(v′).

If the microscopic dynamics is symmetric under time reversal, each process in equilibrium occurs as often as its reverse. The reverse of "in with v′, out with v" is "in with −v, out with −v′". Hence

j(v′) P(v′→v) = j(v) P(−v→−v′),

where j(−v) = j(v) was used on the right. The reflection need not be elastic; the surface may exchange energy with the molecule.

The total reflected flux leaving with velocity v is the sum over all arrivals:

∫ j(v′) P(v′→v) d³v′ = j(v) ∫ P(−v→−v′) d³v′ = j(v) [1 − s(−v)].

In equilibrium the whole outgoing flux at v is j(v). What is not reflected must have evaporated, so the evaporated flux is

e(v) = j(v) − j(v)[1 − s(−v)] = j(v) s(−v).

This is the central relation: the emission at v is the equilibrium flux times the sticking probability of the reversed velocity. Now remove the vapour. If the condensed side remains in equilibrium at T, it does not notice the change, and e(v) is also the flux of free evaporation.

For the threshold, s = 1 when Eₙ > E₀ and s = 0 otherwise. The integrals over the two tangential components each give √(2πkT/m), which leaves

J = n (m/2πkT)^(1/2) ∫₀^∞ vₙ exp(−mvₙ²/2kT) dvₙ

for the full impingement flux. The integral equals kT/m. With p = nkT,

J = n √(kT/2πm) = p/√(2πmkT),

the Hertz-Knudsen flux. Since vₙ dvₙ = dEₙ/m, the fraction of this flux with normal energy in dEₙ is

exp(−Eₙ/kT) dEₙ/kT.

The evaporated fraction is the part above threshold:

α = ∫_{E₀}^∞ exp(−Eₙ/kT) dEₙ/kT = exp(−E₀/kT).

For the mean normal energy put Eₙ = E₀ + η. The common factor exp(−E₀/kT) cancels between numerator and denominator:

⟨Eₙ⟩ = ∫₀^∞ (E₀ + η) exp(−η/kT) dη/kT = E₀ + kT.

The threshold does not touch the tangential motion. Its two components keep their Gaussian distributions and contribute kT/2 each. The total is

⟨E⟩ = (E₀ + kT) + kT = 2kT + E₀.

**Why number balance is not enough**

It is tempting to skip the velocity-by-velocity argument: a fraction α condenses, so a fraction α must evaporate. That fixes the coefficient but not the energy. Suppose the refused molecules were reflected with a full thermal spectrum. They would return a flux (1 − α)j(v), and the evaporated remainder would be αj(v), with mean energy 2kT.

Time reversal excludes this. Let v′ lie below threshold and let v be an outgoing velocity above it. The reversed molecule −v would condense, so P(−v→−v′) = 0, and reciprocity then gives P(v′→v) = 0. With a sharp threshold, a refused molecule may exchange energy with the surface but must leave with a normal energy below E₀.

A numerical comparison with E₀ = 1.50 kT shows the difference. When reflected molecules are thermalized within the range below threshold, the mean normal energy of the evaporated ones is 2.500 kT. When they are thermalized over the full range, it is 1.000 kT. The evaporated number is the same in both cases, but the second reflection law violates reciprocity.

**Second derivation: from the condensed side**

Now follow a molecule outwards. Suppose that near the surface it moves classically in a potential U(z) along the normal. Deep inside, U = −D. Towards the vacuum U rises to a maximum E₀ and then falls to zero. Suppose also that the molecule exchanges no energy with its surroundings while it crosses this region, and that the tangential motion is separate.

From outside, a molecule passes the maximum if Eₙ > E₀. It must then lose energy inside before it can return; granted that, this potential produces the sticking rule assumed above.

In equilibrium the density follows the Boltzmann factor, so the density inside is

n_c = n exp(D/kT).

The Maxwell distribution of velocities is the same inside as outside. The flux moving outwards in the interior, with normal kinetic energy K in dK, is therefore

n_c √(kT/2πm) exp(−K/kT) dK/kT.

To escape, the molecule must climb from −D to E₀, which requires K > D + E₀. The escaping flux is

J_e = n_c √(kT/2πm) exp[−(D + E₀)/kT].

Insert n_c:

J_e = n √(kT/2πm) exp(D/kT) exp[−(D + E₀)/kT] = J exp(−E₀/kT).

The well depth cancels. A deeper well makes escape rarer, but it also lowers the vapour density with which the emission is compared.

For the energy, write K = D + E₀ + η with η > 0. The distribution of η is exponential with mean kT. Outside, conservation of energy gives

Eₙ = K − D = E₀ + η, so that ⟨Eₙ⟩ = E₀ + kT.

The tangential motion again adds kT. This derivation shows where the extra energy comes from: a molecule that just clears the maximum has almost no normal motion there, and gains E₀ as it runs down to the vacuum.

Integrated trajectories support the argument. The potential was a smooth well 3 kT deep with a Gaussian bump at its edge, and its maximum was 1.5803 kT, for which exp(−E₀/kT) = 0.2059. The trajectories conserve energy, so a molecule was counted as stuck once it had passed into the well; the loss of energy inside was assumed, not simulated. Molecules sent in from the vapour gave a sticking fraction of 0.2060. Molecules started inside with thermal weights gave an evaporation coefficient of 0.2060 and a mean normal energy of 2.5800 kT, against the predicted 2.5803 kT. The starting energies were spaced by 0.005 kT, which limits how finely the threshold is located.

**What each derivation assumes**

Both need a condensed side that stays in equilibrium when the vapour is removed. If evaporation depletes a surface layer faster than it is refilled, both fail. If it only cools the surface slightly, both still hold to good accuracy, with T taken as the surface temperature.

The first needs time-reversal symmetry and a clear separation between reflection and condensation. It needs no picture of the surface: many atoms may take part, and reflection may be inelastic. In return it takes the threshold as given.

The second explains the threshold but needs more: classical motion, one effective potential, and no energy exchange during the crossing. If a molecule is jostled near the maximum, some that have crossed turn back, and the sharp threshold is lost. The relation e(v) = j(v)s(−v) survives, with whatever sticking law the real dynamics produces.

**When the threshold is not sharp**

Let s(Eₙ) be any sticking law that depends on the normal energy alone and not on T. The first derivation gives

α(β) = β ∫₀^∞ s(E) exp(−βE) dE.

Take the logarithm and differentiate with respect to β. The prefactor gives 1/β; the integral gives minus the mean normal energy of the emitted molecules:

d ln α/dβ = 1/β − ⟨Eₙ⟩.

Hence

⟨Eₙ⟩ = kT − d ln α/dβ.

The temperature dependence of the coefficient thus fixes the excess energy. For the sharp threshold ln α = −βE₀, and the earlier result returns.

As a second case, let the threshold vary over the surface as E₀ + u, where u has a Gaussian distribution of standard deviation σ. The average of exp[−β(E₀ + u)] contains the exponent

−βE₀ − βu − u²/2σ² = −βE₀ + β²σ²/2 − (u + βσ²)²/2σ².

The last term integrates to the same constant as the original Gaussian, so

α = exp(−E₀/kT + σ²/2k²T²)

⟨E⟩ = 2kT + E₀ − σ²/kT.

The coefficient rises because lowering the threshold at one place adds more emission than raising it equally at another removes. The mean energy falls because places with a low threshold supply more of the emitted molecules. The formulas require that negative thresholds carry negligible weight, which means that E₀ − σ²/kT must be several times σ.

**Direction and density of the emitted molecules**

The threshold acts on the normal motion, so it also narrows the beam. At angle θ to the normal, vₙ = v cosθ, and the speed must exceed v₀/cosθ, where mv₀²/2 = E₀. The flux per unit solid angle is

n (m/2πkT)^(3/2) cosθ ∫ v³ exp(−mv²/2kT) dv,

with the integral running from v₀/cosθ to infinity. Two of the three powers of v come from the velocity volume, one from vₙ. Put w = mv²/2kT, so that v³dv = 2(kT/m)² w dw. The lower limit becomes a = x/cos²θ, and

∫_a^∞ w exp(−w) dw = (1 + a) exp(−a).

The constants combine to J/π, and the angular flux is

(J/π) cosθ (1 + x/cos²θ) exp(−x/cos²θ).

For x → 0 this is the cosine law. For large x the normal energy lies within about kT of E₀ + kT while the tangential energy stays near kT, and the emission becomes a forward beam.

The mean energy depends on direction too. At angle θ it is kT times the ratio of ∫ w² exp(−w) dw to ∫ w exp(−w) dw, both taken from a to infinity:

⟨E⟩_θ = kT (a² + 2a + 2)/(1 + a).

It is lowest along the normal, where a = x, and rises with angle. The result 2kT + E₀ is its average over the whole emitted flux.

A detector that responds to density rather than flux sees a different mean, because slow molecules spend longer in it. Dividing the flux by vₙ and setting q² = mvₙ²/2kT gives the emitted density just outside the surface:

n_e = (n/√π) ∫_{√x}^∞ exp(−q²) dq = (n/2) erfc(√x).

The density-weighted normal energy is kT times the mean of q². Integration by parts gives

∫_{√x}^∞ q² exp(−q²) dq = (√x/2) exp(−x) + ½ ∫_{√x}^∞ exp(−q²) dq,

and division by (√π/2) erfc(√x) yields

⟨Eₙ⟩_density = kT [1/2 + √x exp(−x)/(√π erfc(√x))].

**The heat balance**

The extra energy must be supplied by the source. Let L be the enthalpy of vaporization per molecule. The vapour has enthalpy 5kT/2 per molecule, so the condensed phase, whose volume is neglected, has energy 5kT/2 − L. The heat needed per evaporated molecule is

Q = (2kT + E₀) − (5kT/2 − L) = L − kT/2 + E₀.

The temperature dependence of the flux gives the same quantity. From J_e = exp(−βE₀) p √(β/2πm),

−d ln J_e/dβ = E₀ − d ln p/dβ − kT/2.

The Clausius-Clapeyron equation for an ideal vapour is d ln p/dT = L/kT². Since dβ = −dT/kT², it reads −d ln p/dβ = L, and the slope equals Q. The slope of an Arrhenius plot of free evaporation therefore contains the barrier, while that of the vapour pressure does not.

**A copper source with a hypothetical barrier**

Consider copper at T = 1500 K, with a saturated pressure of 0.01 Torr, good only to about a factor of two, and a rounded atomic mass of 63.5 u. Copper sets the mass and the working regime. The barrier E₀ = 0.20 eV is assumed, to show what such a barrier would do.

Here kT = 0.1293 eV and x = 0.20/0.1293 = 1.547. Then

α = exp(−1.547) = 0.213

⟨E⟩ = 2 × 0.12926 + 0.20 = 0.4585 eV = 0.01685 hartree.

Direct integration over the Maxwell distribution gives the same values. Without the barrier the mean would be 0.2585 eV. Reading 0.4585 eV as 2kT gives the false temperature of 2660 K. This holds for the average over all directions. A detector that sees only the molecules leaving along the normal finds a mean of 0.380 eV, from the angular formula with a = 1.547, and a false temperature of about 2200 K. The density-weighted mean just outside the surface, again over all directions, is 0.4397 eV.

The impingement flux p/√(2πmkT) is 1.14 × 10¹⁸ cm⁻² s⁻¹, and the evaporated flux is

0.213 × 1.14 × 10¹⁸ = 2.4 × 10¹⁷ cm⁻² s⁻¹.

At 45° the flux per solid angle is 0.242 of its forward value, against 0.707 for the cosine law. On a flat substrate parallel to the source surface, a film grown from a small source of this kind would be less uniform than the cosine law predicts.

**The model beside a real source**

The temperature and pressure are in the usual range for copper evaporation, but the barrier is not typical. For a clean copper melt with monatomic vapour a coefficient near one is the usual expectation, so 0.213 is not a prediction for copper.

Of the neglected effects sized here, surface cooling changes the flux most. Take a melt 1.0 cm deep, held at 1500 K at its base and without convection, with a rough conductivity of 150 W/(m K), emissivity of 0.15 and heat of vaporization of 3.2 eV. Each atom removes 3.2 − 0.065 + 0.20 = 3.335 eV. Evaporation then cools the surface by 0.09 K, and radiation to cold surroundings by 2.9 K. The flux changes by Q/kT² = 1.72 % per kelvin, so it falls by about 5 % of its value at 1500 K. This correction disappears if T is the measured surface temperature.

An assumed threshold spread of 0.03 eV raises the coefficient by 2.7 % of its value and lowers the mean energy by 0.007 eV. For a barrier of the form E₀/cosh²(z/a) with a = 1.0 angstrom, tunnelling and quantum reflection together raise the coefficient by about 0.01 %. This symmetric form has no well on the inner side; an Eckart barrier of the same height and curvature with a well 3.2 eV deep gives about 0.006 %, so only the order of magnitude is meaningful. The degeneracy parameter nλ³, with λ the thermal wavelength, is about 10⁻¹⁴, so classical statistics is safe.

Collisions depend on distance. With a rough collision diameter of 0.4 nm, the mean free path is about 2 cm in the saturated vapour. The emitted density is 0.039 of the saturated one, which lengthens the path to roughly half a metre. This estimate uses the formula for a thermal gas, which the emitted vapour is not: its molecules move more nearly together, which makes the path near the surface about twice as long. It suggests that most atoms cross the first few centimetres without a collision. At higher pressure collisions would mix the normal and tangential energies, and the distribution found far from the source would no longer be the one emitted. The input values of this example are listed in the numerical output.

Numbers as computed

```
Temperature: 1500 K
Saturated pressure (rough): 0.01 Torr
Atomic mass (rounded): 63.5 u
Hypothetical barrier E0: 0.20 eV
kT: 0.1293 eV
E0/kT: 1.5473
Evaporation coefficient, formula: 0.2128
Evaporation coefficient, integral: 0.2128
Mean normal energy: 0.3293 eV
Mean emitted energy, formula: 0.4585 eV
Mean emitted energy, integral: 0.4585 eV
Mean emitted energy: 0.01685 hartree
Mean energy without barrier: 0.2585 eV
Apparent temperature, mean/(2k): 2660 K
Density-weighted mean energy: 0.4397 eV
Equilibrium impingement flux: 1.138e+18 cm^-2 s^-1
Free evaporation flux: 2.422e+17 cm^-2 s^-1
Angular flux 45 deg / 0 deg: 0.242
Cosine law 45 deg / 0 deg: 0.707
Trajectories: barrier top 1.5803 kT
Trajectories: exp(-barrier/kT) 0.2059
Trajectories: sticking 0.2060
Trajectories: evaporation coeff. 0.2060
Trajectories: mean normal energy 2.5800 kT
Kernel test: threshold 1.50 kT
Reciprocal kernel: normal mean 2.500 kT
Full thermal kernel: normal mean 1.000 kT
Assumed threshold spread: 0.03 eV
Spread: change of coefficient 2.73 %
Spread: change of mean energy -0.0070 eV
Assumed barrier half-width a: 1.0 angstrom
Barrier quantum hbar*omega: 0.00513 eV
Quantum change of coefficient: 0.0108 %
Degeneracy n*lambda^3: 1.2e-14
Collision diameter (rough): 0.4 nm
Emitted/saturated density: 0.0393
Mean free path, saturated vapour: 2.2 cm
Mean free path, emitted vapour: 56 cm
Heat of vaporization (rough): 3.2 eV
Heat removed per atom: 3.335 eV
Melt depth: 1.0 cm
Melt conductivity (rough): 150 W/(m K)
Emissivity (rough): 0.15
Surface cooling by evaporation: 0.086 K
Surface cooling by radiation: 2.87 K
Flux change per kelvin: 1.72 %
Flux loss from surface cooling: 5.1 %
```
